\section*{Characteristic cell occupation in a column model of oxide breakdown}

\section{The problem}

A thin oxide film between two electrodes collects defects under electrical stress. Divide the film into $N=10^8$ vertical columns of equal cross-section, and divide each column into $n$ equal cells, one in each layer. A cell is either sound or defective. The film breaks down when at least one column is defective in all of its $n$ cells, because that column then forms a chain of defects from one electrode to the other. Such a column will be called bridged.

Every cell is defective with the same probability $\lambda$, independently of all other cells. This dimensionless probability is the cell occupation. Among many nominally identical films, the characteristic occupation $\lambda_c$ is the value of $\lambda$ at which a fraction $1-1/e$ of them, about 63.2\,\%, has broken down.

Find $\lambda_c$ for a film of four layers and for a film of two layers. Both films have the same area and the same cell size, so $N$ is the same and the second film is half as thick as the first.

\section{A tempting solution}

Begin with the film of four layers. A given column is bridged with probability $\lambda^4$, so there are on average $N\lambda^4$ bridged columns. Breakdown becomes likely when this average reaches one:
\begin{equation}
N\lambda^4=1,\qquad \lambda=(10^8)^{-1/4}=10^{-2}.
\end{equation}

Now remove two layers. A chain across the film needs two defects where it needed four. Half as many defects are required in a column, so half the occupation should be enough:
\begin{equation}
\lambda=\frac{2}{4}\times 10^{-2}=0.005 .
\label{eq:wrong}
\end{equation}
On this reasoning the thinner film is weaker by a factor of two, in proportion to its thickness.

\section{Where it goes wrong}

The value for four layers will turn out to be right. The fault lies in the step to two layers, and the criterion used for the first film exposes it. With two layers, a column is bridged with probability $\lambda^2$. At the occupation in Eq.~\eqref{eq:wrong} the average number of bridged columns is
\begin{equation}
N\lambda^2=10^8\times(0.005)^2=10^8\times 2.5\times10^{-5}=2500,
\end{equation}
and not one. The film would have passed its characteristic point long before.

The proportional argument assumes that a column is equally likely to be bridged whenever the ratio $\lambda/n$ is the same. Even a perfectly uniform spread of defects would not justify this: every column would then hold $n\lambda$ defects and be full only at $\lambda=1$, whatever the number of layers. In fact, at the occupations considered here a typical column has no defect at all. The mean number of defects in a column of four cells is $4\times0.01=0.04$, far below the four that are needed. Breakdown comes from a rare column in which several unlikely events coincide, and the probabilities of independent events multiply. Removing a layer removes a whole factor $\lambda$ from the product. When $\lambda$ is small, this changes the result far more than a proportional rule allows.

\section{The right solution}

\subsection{From one cell to the whole film}

Consider one column. Its $n$ cells are independent, and each is defective with probability $\lambda$. The probability that all are defective is therefore
\begin{equation}
p=\underbrace{\lambda\,\lambda\cdots\lambda}_{n\ \text{factors}}=\lambda^n .
\label{eq:column}
\end{equation}

The column is not bridged with probability $1-p$. The film survives if this holds for every column. Different columns share no cells, so they are independent too, and the survival probability $S$ is a product of $N$ equal factors:
\begin{equation}
S=(1-\lambda^n)^N,\qquad F=1-S=1-(1-\lambda^n)^N .
\label{eq:failure}
\end{equation}
Here $F$ is the probability that the film has broken down.

This law can be tested on a lattice small enough for every defect pattern to be listed. For five columns of two cells at $\lambda=0.3$, it gives
\begin{equation}
F=1-(1-0.09)^5=0.375968 .
\end{equation}
Adding up the probabilities of all patterns that contain a bridged column gives the same number.

\subsection{The characteristic condition}

At the characteristic point $F=1-1/e$, so $S=1/e$. Take the logarithm of $S$ in Eq.~\eqref{eq:failure}:
\begin{equation}
N\ln(1-\lambda_c^n)=-1 .
\end{equation}
Divide by $N$, exponentiate, and solve for $\lambda_c^n$:
\begin{equation}
1-\lambda_c^n=e^{-1/N},\qquad \lambda_c^n=1-e^{-1/N}.
\label{eq:exact}
\end{equation}
For given $N$ and $n$ there is one solution between 0 and 1, since $S$ falls steadily from 1 to 0 as $\lambda$ rises over this range.

So far nothing has been approximated within the model. Now use the fact that $N$ is large. The series $e^{-x}=1-x+x^2/2-\dots$ with $x=1/N$ gives
\begin{equation}
\lambda_c^n=\frac1N-\frac{1}{2N^2}+\dots
=\frac1N\left(1-\frac{1}{2N}+\dots\right).
\end{equation}
Take the $n$th root. For small $y$, $(1-y)^{1/n}\approx1-y/n$, and here $y=1/(2N)$. Hence
\begin{equation}
\lambda_c=N^{-1/n}\left(1-\frac{1}{2nN}+\dots\right).
\label{eq:result}
\end{equation}

The leading term is the solution of $N\lambda_c^n=1$, which says that one column is bridged on average. The tempting solution used this condition for four layers without justifying it. Equation~\eqref{eq:result} supplies the justification and the size of the error. Relative to $N^{-1/n}$, the correction is $-1.25\times10^{-9}$ for $n=4$ and $-2.5\times10^{-9}$ for $n=2$. A numerical solution of Eq.~\eqref{eq:exact} shows the same deviations. They have no practical importance.

\subsection{The two films}

For four layers,
\begin{equation}
\lambda_c=(10^8)^{-1/4}=10^{-8/4}=10^{-2}=0.01,
\end{equation}
and for two layers,
\begin{equation}
\lambda_c=(10^8)^{-1/2}=10^{-8/2}=10^{-4}=0.0001 .
\end{equation}
The characteristic occupation falls by a factor of 100 when the thickness is halved. In general the ratio of the two values is $N^{-1/4}/N^{-1/2}=N^{1/4}$, so its size is set by the number of columns.

\section{Why the fall is so large}

It helps to inspect the film one layer at a time. In the first layer, a fraction $\lambda$ of all columns has a defect. The other columns can no longer be bridged and may be dropped. Of those that remain, a fraction $\lambda$ also has a defect in the second layer, and so on. After $k$ layers, $N\lambda^k$ columns remain on average.

With four layers and $\lambda=0.01$, the average numbers are
\begin{equation}
10^8\to10^6\to10^4\to100\to1 .
\end{equation}
With two layers and $\lambda=0.0001$, they are
\begin{equation}
10^8\to10^4\to1 .
\end{equation}
Both films must reduce $10^8$ candidates to about one. Four layers share this task, so each may let through one column in 100. Two layers must do it alone, so each may let through just one in 10\,000.

Random sampling of 200\,000 films of each kind reproduces these sequences, ending at 0.998 bridged columns per film for four layers and 1.001 for two. The fractions of films with at least one bridged column are 0.6308 and 0.6305, against the expected 0.6321. The standard error of such a fraction is $\sqrt{0.632\times0.368/200\,000}\approx0.0011$, so both differences are within two standard errors.

An average of one bridged column does not mean that each film has one. Some films have several, and a fraction $1/e$, about 36.8\,\%, has none and still works. The characteristic point marks a position in a distribution; it is not a threshold that every film obeys.

\section{Exchanging the occupations}

The contrast is clearest when each film is given the characteristic occupation of the other. Put the film of four layers at $\lambda=0.0001$. Then
\begin{equation}
N\lambda^4=10^8\times10^{-16}=10^{-8}.
\end{equation}
When the average number of bridged columns is this small, it is also very nearly the failure probability, since $F=1-(1-p)^N\approx Np$ for $Np\ll1$. About one film in $10^8$ has failed, at an occupation where 63.2\,\% of the thinner films have.

Now put the film of two layers at $\lambda=0.01$. The average number of bridged columns is $10^8\times10^{-4}=10^4$. To find the survival probability, use $\ln(1-p)=-p-p^2/2-\dots$ with $p=10^{-4}$:
\begin{equation}
\ln S=N\ln(1-p)\approx-10^4-\frac{10^8\times10^{-8}}{2}=-10\,000.5 .
\end{equation}
Survival is possible in principle, but no such film would ever be found.

\section{The spread between films}

The same expansion gives the whole failure distribution. From Eq.~\eqref{eq:failure},
\begin{equation}
-\ln S=-N\ln(1-\lambda^n)=N\lambda^n+\tfrac12N\lambda^{2n}+\dots
\end{equation}
The second term can be dropped if $N\lambda^{2n}\ll1$. At the characteristic point it equals about $1/(2N)$, so the condition holds there with a wide margin. With $N=\lambda_c^{-n}$ to leading order,
\begin{equation}
F\approx1-\exp\left[-\left(\frac{\lambda}{\lambda_c}\right)^n\right].
\label{eq:weibull}
\end{equation}
This is a Weibull distribution in the occupation, with shape parameter $n$. Two logarithms turn it into a straight line:
\begin{equation}
\ln[-\ln(1-F)]=n\ln\frac{\lambda}{\lambda_c}.
\end{equation}
The slope is the number of layers. The thinner film therefore has a lower characteristic occupation and also a wider relative spread about it.

The wider spread matters for reliability, where the allowed failed fraction is small. For $F\ll1$, Eq.~\eqref{eq:weibull} becomes $F\approx(\lambda/\lambda_c)^n$, so the occupation that may be tolerated is $\lambda_F=\lambda_cF^{1/n}$. The ratio of the tolerated occupations in the two films is
\begin{equation}
\frac{\lambda_F(n=4)}{\lambda_F(n=2)}
=100\,\frac{F^{1/4}}{F^{1/2}}=100\,F^{-1/4}.
\end{equation}
It exceeds 100 and grows as the demand becomes stricter.

An occupation is not yet a lifetime. Suppose that defects build up with stress time $t$ as $\lambda=(t/\tau)^\alpha$, with the same constants $\tau$ and $\alpha>0$ in both films. Solving for the time at which $\lambda=\lambda_c$ gives $t_c=\tau\lambda_c^{1/\alpha}$. The characteristic lifetimes then differ by a factor $100^{1/\alpha}$, and the shape parameter in time is $n\alpha$. If the two films create defects at different rates, this comparison of lifetimes no longer holds, while the comparison of occupations does. Different rates are to be expected in practice: at the same applied voltage the thinner film carries about twice the electric field and a larger tunnelling current, so equal $\tau$ and $\alpha$ are an assumption made here to isolate the geometric effect.

\section{Other thicknesses and areas}

For three layers, Eq.~\eqref{eq:result} gives $\lambda_c=0.00215$. Going from four layers to three lowers the characteristic occupation by a factor $0.01/0.00215\approx4.6$. Going from three to two lowers it by $0.00215/0.0001\approx22$. Equal steps in thickness do not have equal effects, because the step from $n$ to $n-1$ layers lowers $\lambda_c$ by the factor
\begin{equation}
\frac{N^{-1/n}}{N^{-1/(n-1)}}=N^{1/(n-1)-1/n}=N^{1/[n(n-1)]},
\end{equation}
which grows as $n$ decreases. In the limit of a single layer, $\lambda_c\approx1/N=10^{-8}$. Any one defect then breaks the film, and the characteristic point is reached when the film contains one defect on average.

The area enters through $N$. For a film with $10^4$ columns, the characteristic occupation is $0.1$ with four layers and $0.01$ with two. Enlarging the area by a factor of $10^4$, to the film of the problem, lowers these values by factors of 10 and 100. A larger film offers more places for a rare coincidence, and the thinner film is more sensitive to this because $\lambda_c\propto N^{-1/n}$.

The smaller films were also followed directly, by filling them with defects until the first column was bridged. Of 2000 films of each kind, fractions of 0.634 (four layers) and 0.614 (two layers) had failed by the predicted occupation. The standard error is 0.011, so both agree with 0.632 within two standard errors.

The opposite limit, $N=1$, shows where the large-$N$ formula fails. It would give $\lambda_c=1$, whereas Eq.~\eqref{eq:exact} gives $\lambda_c=(1-1/e)^{1/n}$, which is less than one.

\section{How many defects are present}

The film has $nN$ cells, each defective with probability $\lambda$, so it contains $nN\lambda$ defects on average. At the characteristic point this is
\begin{align}
n=4:&\quad 4\times10^8\times10^{-2}=4\times10^6,\\
n=2:&\quad 2\times10^8\times10^{-4}=2\times10^4 .
\end{align}
The ratio is 200: a factor of 100 comes from the occupation and a factor of 2 from the number of cells. The thicker film holds four million defects when, on average, a single column of four is complete. Almost all defects are harmless at that moment. What decides the fate of the film is their arrangement, and the number $n$ of defects needed in one column enters the probability $\lambda^n$ of a bridged column as an exponent, not as a proportional factor.

\section{What the model leaves out}

\textbf{Tilted paths.} Here a chain must stay in its own column. If it may also step sideways into a neighbouring column, every film that failed before still fails, and some others fail too. The characteristic occupation can then be lower but not higher. For an estimate, let each cell connect to $m$ cells of the next layer and ignore the edges of the film. There are $N$ starting cells and $m$ choices at each of the $n-1$ steps, so the mean number of complete paths is $Nm^{n-1}\lambda^n$. It equals one at
\begin{equation}
\lambda=N^{-1/n}m^{-(n-1)/n}.
\end{equation}
The ratio between four and two layers becomes $N^{1/4}m^{-3/4+1/2}=(N/m)^{1/4}$. It is reduced, but for $N=10^8$ and $m=9$ (the cell straight ahead and its eight neighbours) it is still about 58. This is an estimate from a mean number: different paths can share cells, so they are not independent, and a mean of one need not correspond to a failed fraction of exactly $1-1/e$.

\textbf{Correlated defects.} Suppose that a defect makes the other cell of a two-cell column more likely to be defective, with conditional probability $\kappa\lambda$ in place of $\lambda$, where $\kappa>1$. The column is then bridged with probability $\kappa\lambda^2$, and $N\kappa\lambda_c^2=1$ gives $\lambda_c=1/\sqrt{\kappa N}$. Clustering of defects within columns thus lowers the characteristic occupation below the value found here.

\textbf{Unequal layers.} If layer $i$ has its own occupation $\lambda_i$, as may happen near an interface, Eq.~\eqref{eq:column} becomes $p=\lambda_1\lambda_2\cdots\lambda_n$. The large-$N$ condition $Np=1$ then fixes the geometric mean of the occupations:
\begin{equation}
(\lambda_1\lambda_2\cdots\lambda_n)^{1/n}=N^{-1/n}.
\end{equation}
The results 0.01 and 0.0001 remain valid if they are read as geometric means over the layers. One heavily damaged layer can therefore bring a film to its characteristic point while the other layers are still cleaner than these values suggest.

\textbf{Real films.} The cell size is a parameter of the model and is not derived here. If it is taken as 1\,nm for illustration, $N=10^8$ corresponds to an area of $10^{-6}\,\mathrm{cm}^2$, and the two films are 4\,nm and 2\,nm thick. In oxides this thin, the first chain of defects often only raises the leakage current, and the device may keep working while the path grows. The results above describe the appearance of the first bridged column, which need not be the end of the life of a device.

\section*{Calculated quantities}
\begin{verbatim}
Small lattice, cell occupation 0.3:
 2 layers, 5 columns: failure probability 0.375968 (sum), 0.375968 (formula)
 4 layers, 3 columns: failure probability 0.024104 (sum), 0.024104 (formula)
Number of columns: 1e+08
Failed fraction at characteristic point: 0.6321
 4 layers: characteristic occupation 0.01, relative deviation from formula -1.250e-09
 3 layers: characteristic occupation 0.00215443, relative deviation from formula -1.667e-09
 2 layers: characteristic occupation 0.0001, relative deviation from formula -2.500e-09
Occupation ratio, four to two layers: 100.0000
Sampled full-size films: 200000
 4 layers: mean columns left after each layer: 1e+06, 1e+04, 99.97, 0.9981
 4 layers: failed fraction 0.6308
 2 layers: mean columns left after each layer: 9999, 1.001
 2 layers: failed fraction 0.6305
Filled films: 2000, columns in each: 10000
 4 layers: failed fraction 0.634 at predicted occupation 0.1
 2 layers: failed fraction 0.614 at predicted occupation 0.01
 Standard error of these fractions: 0.011
Four layers at occupation 0.0001: failure probability 1.000e-08
Two layers at occupation 0.01: mean bridged columns 1e+04
 natural log of survival probability -10000.5
Mean defects in film, 4 layers: 4e+06
Mean defects in film, 2 layers: 2e+04
Defect count ratio, four to two layers: 200.00
\end{verbatim}
